# The Blake Threshold of a Gas Bubble by Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the turning point of the force balance

An air bubble of radius 1.00 µm rests in water at one atmosphere, 101.3 kPa. The pressure of the water is lowered slowly to −38.1 kPa, so that the liquid is under tension. In the model treated here the bubble swells to 1.962 µm and rests again. If the pressure is then lowered by more than about another 1.4 kPa, there is no radius at which the bubble can rest.

Two features of these numbers need explaining. The bubble survives far below the vapour pressure of the water, 3.2 kPa, although at that pressure a flat surface of the liquid could already boil. And equilibrium ends abruptly at a finite radius, although the gas pressure and the surface tension force both vary smoothly with radius.

### The model and its conventions

The bubble is a sphere of radius \(R\). It contains a fixed amount of ideal gas at pressure \(p_g\), together with vapour of the liquid at constant pressure \(p_v\). The vapour pressure stays constant because liquid evaporates into the bubble as it grows. The gas has no such supply, so its pressure falls on expansion.

The liquid pressure \(p_L\) is the pressure far from the bubble on the scale of \(R\). A negative value means tension. The surface tension \(\sigma\) is constant, and gravity is neglected over the small height of the bubble. The rest state has radius \(R_0\) at liquid pressure \(p_0\), with \(p_0>p_v\).

The pressure is first taken to change so slowly that the bubble passes through a succession of equilibria. The expansion is isothermal: heat flows in from the liquid fast enough to hold the gas at the temperature of the liquid. Both conditions are examined later for the numerical example.

### Balance of forces on the wall

Cut the bubble in thought through its centre and consider one half of its surface. The excess of the inner pressure over the liquid pressure pushes this half away from the cut with a force equal to the pressure difference times the projected area \(\pi R^2\). Surface tension pulls it back along the rim, whose length is \(2\pi R\). At rest,

\[
(p_g+p_v-p_L)\,\pi R^2=2\pi R\,\sigma .
\]

Division by \(\pi R^2\) gives

\[
p_g+p_v=p_L+\frac{2\sigma}{R}. \tag{1}
\]

The inner pressures stand on the left. On the right are the two agents that press the bubble inward.

Applied to the rest state, (1) fixes the initial gas pressure:

\[
p_{g0}=p_0-p_v+\frac{2\sigma}{R_0}. \tag{2}
\]

For an ideal gas at fixed temperature and amount, pressure times volume is constant. The volume is proportional to \(R^3\), so \(p_gR^3\) is constant too:

\[
p_g=\frac{G}{R^3},\qquad
G=\left(p_0-p_v+\frac{2\sigma}{R_0}\right)R_0^3 . \tag{3}
\]

The constant \(G\) measures the gas content. Inserting (3) in (1) and solving for the liquid pressure gives the value of \(p_L\) at which a bubble of radius \(R\) is in equilibrium. This function of radius is called \(P(R)\):

\[
P(R)=p_v+\frac{G}{R^3}-\frac{2\sigma}{R}. \tag{4}
\]

For a given liquid pressure, the equilibrium radii are the solutions of \(P(R)=p_L\).

### The lowest pressure that permits equilibrium

The two radius-dependent terms in (4) compete. The gas term is positive and dominates at small radius, because \(R^{-3}\) grows faster than \(R^{-1}\) as \(R\) decreases. The surface term is negative and dominates at large radius. Differentiation gives

\[
\frac{dP}{dR}=-\frac{3G}{R^4}+\frac{2\sigma}{R^2}
=\frac{2\sigma R^2-3G}{R^4}. \tag{5}
\]

The numerator is negative at small \(R\), increases with \(R\), and passes through zero once, at

\[
R_c=\sqrt{\frac{3G}{2\sigma}} . \tag{6}
\]

The curve therefore falls from \(+\infty\) to a single minimum at \(R_c\) and then rises. As \(R\to\infty\) it approaches \(p_v\) from below, since the negative surface term outlasts the gas term.

To find the minimum value, rewrite (6) as \(G=2\sigma R_c^2/3\). The gas pressure at the critical radius is then

\[
p_g(R_c)=\frac{G}{R_c^3}=\frac{2\sigma}{3R_c}, \tag{7}
\]

which is one third of the surface tension pressure \(2\sigma/R_c\). Substitution in (4) gives

\[
p_{\min}=p_v+\frac{2\sigma}{3R_c}-\frac{2\sigma}{R_c}
=p_v-\frac{4\sigma}{3R_c}. \tag{8}
\]

The Blake threshold \(p_B\) is the slow pressure drop from \(p_0\) that brings the liquid to this minimum:

\[
p_B=p_0-p_{\min}=p_0-p_v+\frac{4\sigma}{3R_c}. \tag{9}
\]

For a slow acoustic wave superposed on \(p_0\), \(p_B\) is the threshold for its pressure amplitude.

The shape of \(P(R)\) also gives the number of equilibria:

- For \(p_L\ge p_v\) there is one. The rising part of the curve lies below \(p_v\), so a horizontal line at or above \(p_v\) meets the falling part alone.
- For \(p_{\min}<p_L<p_v\) there are two, one on each side of \(R_c\).
- For \(p_L=p_{\min}\) they coincide at \(R_c\).
- For \(p_L<p_{\min}\) there is none.

This answers both opening questions. Below the vapour pressure the bubble can still be held, because surface tension adds an inward pressure. That inward pressure weakens as the bubble grows, so it can balance the tension of the liquid down to a limit and no further. Equilibrium ends abruptly because \(P(R)\) has a minimum, beyond which further growth would require a higher liquid pressure.

### Which of the two equilibria holds the bubble

The net outward pressure on a wall momentarily at rest is

\[
N(R)=p_v+\frac{G}{R^3}-\frac{2\sigma}{R}-p_L=P(R)-p_L . \tag{10}
\]

On the falling part of \(P(R)\), a small increase of radius at fixed \(p_L\) makes \(N\) negative, and the wall is pushed back. A small decrease makes \(N\) positive, and the wall is pushed out. The smaller equilibrium is therefore stable. On the rising part both signs are reversed, and the larger equilibrium is unstable.

As the pressure is lowered slowly, the bubble follows the falling part from \(R_0\) to \(R_c\). The start does lie on that part, as equation (12) below shows.

### Numbers for the 1 µm bubble

The example takes rough typical properties of water at 298 K: \(\sigma=72\) mN/m and \(p_v=3.2\) kPa. It is convenient that 1 mN/m equals 1 kPa µm. The surface tension pressure at rest is

\[
\frac{2\sigma}{R_0}=\frac{2\times72}{1.00}=144.0\ \text{kPa},
\]

and the initial gas pressure from (2) is

\[
p_{g0}=101.3-3.2+144.0=242.1\ \text{kPa}.
\]

With \(R_0=1.00\) µm this gives \(G=242.1\) kPa µm³. Equations (6) to (9) then yield

\[
R_c=\sqrt{\frac{3\times242.1}{2\times72}}=2.246\ \text{µm},\qquad
\frac{4\sigma}{3R_c}=\frac{4\times72}{3\times2.246}=42.7\ \text{kPa},
\]

\[
p_{\min}=3.2-42.7=-39.5\ \text{kPa},\qquad
p_B=101.3-3.2+42.7=140.9\ \text{kPa}.
\]

The last sum is formed from unrounded values, which accounts for a difference of one in its final digit. In another unit the threshold is 1.409 bar.

Of this total, 98.1 kPa brings the liquid down to its vapour pressure. The remaining 42.7 kPa is the extra tension that the surface can withstand. At the critical radius the gas pressure has fallen from 242.1 to 21.4 kPa.

The state quoted at the start can be checked in (4). At \(R=1.962\) µm the gas contributes \(242.1/1.962^3=32.1\) kPa and the surface \(-144.0/1.962=-73.4\) kPa. Their sum with \(p_v\) is \(-38.1\) kPa. The same pressure is obtained at \(R=2.649\) µm, from \(3.2+13.0-54.4\) kPa up to rounding. This is the unstable partner. The liquid pressure there corresponds to 99% of the threshold drop.

### Dependence on bubble size

The initial state enters (6) through \(G\). To expose the dependence on \(R_0\), define the ratio of the two terms that make up the initial gas pressure:

\[
\beta=\frac{p_0-p_v}{2\sigma/R_0}=\frac{(p_0-p_v)R_0}{2\sigma}. \tag{11}
\]

Then \(p_0-p_v=2\sigma\beta/R_0\), and (3) becomes \(G=2\sigma R_0^2(1+\beta)\). Inserting this in (6) gives

\[
\frac{R_c}{R_0}=\sqrt{3(1+\beta)} . \tag{12}
\]

Since \(\beta>0\), the critical radius exceeds \(\sqrt3\,R_0\), and the initial bubble is on the stable branch. From (9),

\[
p_B=p_0-p_v+\frac{4\sigma}{3\sqrt3\,R_0}\,\frac{1}{\sqrt{1+\beta}} . \tag{13}
\]

For a very small bubble, \(\beta\ll1\), the initial gas pressure is set mainly by surface tension. The last factor tends to one, and the surface part of the threshold varies as \(1/R_0\). For a very large bubble, \(\beta\gg1\), the surface part becomes small, and \(p_B\) tends to \(p_0-p_v\).

The example has \(\beta=0.681\), which belongs to neither limit. The small-bubble formula, with the last factor replaced by one, would give 153.6 kPa. That is 9% above the 140.9 kPa of the full expression.

With the liquid properties and \(p_0\) held fixed, the size dependence is:

| \(R_0\) (µm) | \(R_c\) (µm) | \(p_B\) (kPa) |
|---|---|---|
| 0.1 | 0.179 | 634.4 |
| 0.3 | 0.570 | 266.5 |
| 1.0 | 2.246 | 140.9 |
| 3.0 | 9.066 | 108.7 |
| 10.0 | 48.418 | 100.1 |

A threshold therefore belongs to a liquid together with a bubble size. A slow pressure drop of 120 kPa exceeds the threshold of the 3 µm bubble in the table and leaves the 1 µm bubble in equilibrium.

### If the gas is not isothermal

The method of the turning point works for other gas laws. Let the gas pressure follow \(p_g=p_{g0}(R_0/R)^{3\kappa}\), where \(\kappa=1\) is the isothermal case and \(\kappa=1.4\) describes air expanding without heat exchange. Because \(dp_g/dR=-3\kappa p_g/R\), the condition for a minimum of \(P(R)\) is now

\[
-\frac{3\kappa p_g}{R_c}+\frac{2\sigma}{R_c^2}=0
\quad\Longrightarrow\quad
p_g(R_c)=\frac{2\sigma}{3\kappa R_c}. \tag{14}
\]

Equating this to the gas law gives \(R_c^{3\kappa-1}=3\kappa p_{g0}R_0^{3\kappa}/(2\sigma)\), or

\[
R_c=R_0\left(\frac{3\kappa p_{g0}R_0}{2\sigma}\right)^{1/(3\kappa-1)},\qquad
p_{\min}=p_v-\frac{2\sigma}{R_c}\left(1-\frac{1}{3\kappa}\right). \tag{15}
\]

For \(\kappa=1\) these return to (6) and (8). For \(\kappa=1.4\) the example gives \(R_c=1.842\) µm. The surface part is \((144.0/1.842)(1-1/4.2)=59.6\) kPa, and the threshold is 157.7 kPa, which is 12% above the isothermal value.

The direction of the change follows from the gas law. At any radius larger than \(R_0\), a gas that cools on expansion has a lower pressure than an isothermal one. The curve \(P(R)\) is lower there, and so is its minimum.

Which law applies depends on how fast heat crosses the bubble. The slowest thermal relaxation in a sphere with its wall at fixed temperature takes a time \(R^2/(\pi^2D)\), where \(D\) is the thermal diffusivity of the gas. With \(D\approx2.2\times10^{-5}\) m²/s for air at one atmosphere, scaled inversely with gas pressure because \(D\) is inversely proportional to density, this time is about 11 ns at \(R_0\) and about 5 ns at \(R_c\). One period of a 40 kHz cleaning bath is 25.0 µs. The approach to the threshold at that frequency is therefore close to isothermal for this bubble.

## Second derivation: the loss of the energy barrier

The symbols carried over are these. A bubble of radius \(R\) contains gas at pressure \(G/R^3\) and vapour at pressure \(p_v\), in liquid at pressure \(p_L\) with surface tension \(\sigma\). It started at rest with radius \(R_0\) at liquid pressure \(p_0\). The net outward pressure on a resting wall is \(N(R)=p_v+G/R^3-2\sigma/R-p_L\). The first derivation followed the equilibria as \(p_L\) changed and found that they end at

\[
R_c=\sqrt{\frac{3G}{2\sigma}},\qquad
p_{\min}=p_v-\frac{4\sigma}{3R_c},\qquad
p_B=p_0-p_{\min}.
\]

For the 1 µm example these are 2.246 µm, −39.5 kPa and 140.9 kPa. The second derivation does not use this result. It holds \(p_L\) fixed and asks whether any obstacle prevents the bubble from growing.

### The work function

When the wall moves outward by \(dR\), the net pressure does work \(4\pi R^2N(R)\,dR\). Define a function \(U(R)\) that decreases by this amount, so that \(dU/dR=-4\pi R^2N\):

\[
\frac{dU}{dR}=4\pi\left[(p_L-p_v)R^2+2\sigma R-\frac{G}{R}\right]. \tag{16}
\]

Integration from \(R_0\), up to an additive constant, gives

\[
U(R)=4\pi\left[\frac{(p_L-p_v)R^3}{3}+\sigma R^2-G\ln\frac{R}{R_0}\right]. \tag{17}
\]

The first term is the work of displacing the liquid, less the work done by the vapour. The second is the surface energy \(4\pi R^2\sigma\). The third is minus the work done by the gas in isothermal expansion. A minimum of \(U\) is a stable equilibrium and a maximum is an unstable one.

The force balance has shown that equilibrium ends at the radius \(R_c\), when the liquid pressure reaches \(p_{\min}\), and a work function \(U(R)\) has been set up for a fixed liquid pressure. It remains to find when \(U\) has a barrier against growth, and how the bubble moves once that barrier is gone.

All numerical values are calculated from the stated model.
